# Symmetrizing first-order PAW occupancies under the small group of q, part 2

A phonon calculation in the projector augmented-wave method needs the first-order on-site occupancies $\rho^{(1)a}_{ij}$ as a sum over $\mathbf k$. We want it from irreducible points only. Hartree atomic units are used, without spin polarization.

Atoms sit at $\mathbf R+\boldsymbol\tau_a$ and are displaced by $\mathbf u_{b\mathbf R}=\lambda\,\mathbf e_b\,e^{i\mathbf q\cdot\mathbf R}$. The projectors $p_i$, $i=(n,l,m)$, have real harmonics. $H$ contains $\sum|p_i\rangle h_{ij}\langle p_j|$, and the overlap is $\mathcal O=1+\sum|p_i\rangle Q_{ij}\langle p_j|$; the program prints the diagonals of $h$ and $Q$ as D_l and q_l. With $\gamma$ the density operator (Fermi function $f$, chemical potential $\mu$), $\rho^{a\mathbf R}_{ij}=2\langle p_j^{a\mathbf R}|\gamma|p_i^{a\mathbf R}\rangle$. Superscripts $(0)$, $(1)$ denote orders in $\lambda$, and $R(z)=(z\mathcal O-H)^{-1}$.

An operation $g=\{S|\mathbf t\}$ acts on functions as the unitary $\hat g$, with $S\boldsymbol\tau_a+\mathbf t=\boldsymbol\tau_{ga}+\mathbf L_a$. The small group $G_{\mathbf q}$ has $S\mathbf q=\mathbf q+\mathbf G$, with one $\mathbf t$ per $S$. $D(S)$, with blocks $D^l$, rotates the projectors: $\hat g\,p_i^{a\mathbf R}=\sum_{i'}p_{i'}^{ga,\mathbf R'}D_{i'i}$, $\mathbf R'=S\mathbf R+\mathbf L_a$. Patterns and occupancies transform by

$$(\Gamma(g)e)_{gb}=e^{-i\mathbf q\cdot\mathbf L_b}S\mathbf e_b,\qquad (W(g)X)^{ga}=e^{-i\mathbf q\cdot\mathbf L_a}DX^aD^T .$$

For an invariant set of orthonormal patterns $e^\mu$, $\Gamma(g)e^\mu=\sum_\nu e^\nu T_{\nu\mu}(g)$; a single pattern needs $\Gamma(g)e=\chi(g)e$. The set of responses is a fixed point of every

$$(U(g)Y)^{ga}[\nu]=\sum_\mu T^*_{\nu\mu}(g)\,e^{-i\mathbf q\cdot\mathbf L_a}\,D\,Y^a[\mu]\,D^T ,$$

which for Cartesian patterns $(b,\beta)$ reads

$$(U(g)Y)^{ga}[gb,\alpha]=e^{-i\mathbf q\cdot(\mathbf L_a-\mathbf L_b)}\sum_\beta S_{\alpha\beta}\,D\,Y^a[b\beta]\,D^T .$$

Since $U(g_1)U(g_2)=U(g_3)$, with $g_3$ the chosen operation for $S_1S_2$,

$$P=\frac1{|G_{\mathbf q}|}\sum_gU(g)$$

is a projector of rank $|G_{\mathbf q}|^{-1}\sum_g\operatorname{tr}W\,(\operatorname{tr}T)^*$.

The basis is plane waves $\mathbf K=\mathbf k+\mathbf G$, $K^2/2<E_{\rm cut}$, over $N$ cells of volume $\Omega$. Then $\rho^{(1)}=N_k^{-1}\sum_{\mathbf k}X_{\mathbf k}$ with $N_k=N$ and

$$X^a_{\mathbf k,ij}[b\beta]=2\big(B'^{a\dagger}\gamma^{(1)}B^a\big)_{ji}+2\delta_{ab}\big(B^{a\dagger}\,i[K_\beta,\gamma^{(0)}_{\mathbf k}]\,B^a\big)_{ji},$$

where $B^a$ holds the plane-wave coefficients of the projectors at $\mathbf k$, and $B'^a$ those at $\mathbf k+\mathbf q$.

Now apply $\hat g$. It sends $e^{i\mathbf K\cdot\mathbf r}$ to $e^{-iS\mathbf K\cdot\mathbf t}e^{iS\mathbf K\cdot\mathbf r}$ and preserves $|\mathbf K|$, so the projector $\Pi_{\mathbf k}$ on the basis at $\mathbf k$ obeys $\hat g\Pi_{\mathbf k}\hat g^\dagger=\Pi_{S\mathbf k}$ and $\hat g\Pi_{\mathbf k+\mathbf q}\hat g^\dagger=\Pi_{S\mathbf k+\mathbf q}$. Suppose the perturbation is covariant, $H^{(1)}[\Gamma e]=\hat gH^{(1)}[e]\hat g^\dagger$ and likewise $\mathcal O^{(1)}$. For rigidly moving atoms this is the first-order part of $H'=\hat gH\hat g^\dagger$. The unperturbed $R(z)$ commutes with $\hat g$, so $\gamma^{(1)}[\Gamma e]=\hat g\gamma^{(1)}[e]\hat g^\dagger$. The first term of $e^{i\mathbf q\cdot\mathbf R}X_{\mathbf k}/N$ is $2\langle p_j|\Pi_{\mathbf k+\mathbf q}\gamma^{(1)}\Pi_{\mathbf k}|p_i\rangle$, and the second is the first-order change of $2\langle p_j|\Pi_{\mathbf k}\gamma^{(0)}\Pi_{\mathbf k}|p_i\rangle$ with the projectors moved. Inserting $\hat g^\dagger\hat g$ between all factors repeats the earlier argument with $\mathbf k$ replaced by $S\mathbf k$ on the image side: $X_{S\mathbf k}[\Gamma e]=WX_{\mathbf k}[e]$, or

$$X_{S\mathbf k}=U(g)X_{\mathbf k}.$$

Let the mesh be invariant under $G_{\mathbf q}$, and let $\mathrm{orb}(\mathbf k)$ be the set of distinct points $S\mathbf k$ modulo $\mathbf G$. The operations that send $\mathbf k$ to a given point form a coset of the stabilizer of $\mathbf k$, so each point is reached $|G_{\mathbf q}|/|\mathrm{orb}|$ times and $PX_{\mathbf k}=|\mathrm{orb}|^{-1}\sum_{\mathrm{orb}}X$. With one representative per orbit and weights $w_{\mathbf k}=|\mathrm{orb}|/N_k$,

$$\rho^{(1)}=P\tilde\rho,\qquad\tilde\rho=\sum_{\mathbf k\in\mathrm{IBZ}(G_{\mathbf q})}w_{\mathbf k}X_{\mathbf k}.$$

The equality is exact. In general the group that is averaged over must contain the group that reduces the mesh; a larger one within $G_{\mathbf q}$ does no harm, because its projector absorbs that of the subgroup and $\rho^{(1)}$ is a fixed point of every $U(g)$.

In a self-consistent loop $H^{(1)}$ also depends linearly on $\rho^{(1)}$ and on the smooth first-order density, through kernels that have the symmetry of the unperturbed crystal. If both inputs are covariant, so is $H^{(1)}$, and so is the symmetrized output; starting from zero, this holds at every iteration, provided the smooth density is symmetrized with the same $T$. The model below has no such feedback, so this step is argued and not tested.

## The scheme

1. For each $g\in G_{\mathbf q}$ tabulate $ga$, $\mathbf L_a$, $e^{-i\mathbf q\cdot\mathbf L_a}$, $D(S)$ and $T(g)$, and check that $\Gamma E=ET$ for the matrix $E$ of pattern columns.
2. Reduce the mesh with $G_{\mathbf q}$ and accumulate $\tilde\rho^a[\mu]$ for all patterns of the set.
3. For each $g$, $a$ and $\mu$ form $Z=e^{-i\mathbf q\cdot\mathbf L_a}D\tilde\rho^a[\mu]D^T$ and add $T^*_{\nu\mu}Z/|G_{\mathbf q}|$ to a separate array at atom $ga$ and pattern $\nu$.

Step 3 costs two products of small matrices per triple $(g,a,\mu)$, and it is done once on the accumulated sum, not once per $\mathbf k$ point. In a self-consistent loop it is repeated in every iteration, because $X_{S\mathbf k}=U(g)X_{\mathbf k}$ needs a covariant $H^{(1)}$, which an unsymmetrized input does not in general supply.

Time reversal adds operations. $H$ and $\mathcal O$ are real in position space, so conjugation gives $\gamma^{(1)}[u^*]=\gamma^{(1)}[u]^*$ and maps $\Pi_{\mathbf k}$ to $\Pi_{-\mathbf k}$. Follow it by a $g$ with $S\mathbf q=-\mathbf q+\mathbf G$. The phase becomes $e^{-iS\mathbf q\cdot(\mathbf R'-\mathbf L)}=e^{i\mathbf q\cdot\mathbf R'}e^{-i\mathbf q\cdot\mathbf L}$, the same as before, and the pair $(\mathbf k,\mathbf k+\mathbf q)$ goes to $(-S\mathbf k,-S\mathbf k+\mathbf q)$. The Cartesian patterns are real, so the Cartesian formula applied to $X_{\mathbf k}^*$ yields $X_{-S\mathbf k}$.

Three limits show why faults hide. At $\mathbf q=0$ all phases are 1. With one atom per cell $a=b$, and the phases cancel at every $\mathbf q$. At a general $\mathbf q$ the small group is trivial and $P=1$. Within $G_{\mathbf q}$, phases are therefore tested only by several atoms at a symmetric nonzero $\mathbf q$, and their sign only when they are not $\pm1$. The time-reversal operations can carry phases at a general $\mathbf q$ as well. In a crystal with an inversion centre, inversion with conjugation acts at every $\mathbf q$ and brings the factor $e^{-i\mathbf q\cdot(\mathbf L_a-\mathbf L_b)}$; for atoms at $0$ and $(\tfrac12,\tfrac12,\tfrac12)$, inversion through the origin has $\mathbf L=0$ and $\mathbf L=(-1,-1,-1)$, so this factor is in general not 1. A code that puts the phase on $\mathbf R+\boldsymbol\tau_a$ has $\mathbf e'_a=e^{-i\mathbf q\cdot\boldsymbol\tau_a}\mathbf e_a$, and the exponent becomes $-i\mathbf q\cdot(\boldsymbol\tau_{ga}+\mathbf L_a-\boldsymbol\tau_a)=-i\mathbf q\cdot\mathbf t-i(S^{-1}\mathbf q-\mathbf q)\cdot\boldsymbol\tau_a$; the two conventions must not be mixed. The derivation no longer applies if the mesh or the basis is not invariant, if occupations or a truncated band sum split a degenerate set, or if operations are kept that a magnetic order has removed from the group. Spin-orbit coupling requires spinor rotations in addition.

## Worked example

The lattice is hcp with $a=4.74$ and $c=7.69$ bohr (chosen values), $\Omega=149.63$ bohr$^3$, with $\mathbf a_1$ along $x$, $\mathbf a_2$ at $120^\circ$, and atoms A at $(\tfrac13,\tfrac23,\tfrac14)$, B at $(\tfrac23,\tfrac13,\tfrac34)$. The Hamiltonian is a non-magnetic unscreened model with chosen inputs and does not describe a real material. Each atom has the local potential $-V_0e^{-r^2/2s^2}$ with $V_0=1.0$ Ha, $s=1.0$ bohr, and normalized projectors $\propto r^le^{-r^2/2\sigma^2}Y_{lm}$ with $\sigma=1.0$ bohr, for $l=0,1,2$, with diagonal $h_l=(0.5,0.3,-1.5)$ Ha and $Q_l=(0.2,0.1,0.5)$. Further, $E_{\rm cut}=3.0$ Ha (30 to 44 plane waves), $\mu=0.1$ Ha and $kT=0.05$ Ha, which give 14.16 electrons per cell. The mesh is $6\times6\times2$ and $\mathbf q=(\tfrac13,\tfrac13,\tfrac12)$. Of the 24 operations, 12 are in $G_{\mathbf q}$.

For $C_3$, $\mathbf L_A=(-1,-1,0)$ gives $\mathbf q\cdot\mathbf L_A=-\tfrac23 2\pi$ and the phase $-0.5-0.866i$; $\mathbf L_B=(-1,0,0)$ gives $-0.5+0.866i$. For the mirror $\sigma_h$ the phases are $+1$ and $-1$. The $c$-glide ($y\to-y$) swaps the atoms, with phases $-0.5-0.866i$ for A and $0.5-0.866i$ for B. Both $\sigma_h$ and the glide have $\mathbf t=\mathbf c/2$. The translation of $\sigma_h$ after the glide is $-\mathbf c/2+\mathbf c/2=0$, that of the opposite order is $\mathbf c$, and $e^{-i\mathbf q\cdot\mathbf c}=-1$. The two $\Gamma$ matrices anticommute although the rotations commute. Numbers $\chi$ of modulus 1 cannot anticommute, so at $H$ no single pattern is invariant. The six patterns form three doublets, $\{Az,Bz\}$, $\{A+,B-\}$ and $\{A-,B+\}$, where $\pm$ means $(x\pm iy)/\sqrt2$. Each has $\langle|\operatorname{tr}T|^2\rangle=1$; this is the rank of the projector of $T\otimes T^*$, the number of independent matrices commuting with all $T$, so only multiples of the unit matrix commute and the doublets are irreducible.

The 20 orbits have sizes 1, 3 and 6, never 12, because $k_3$ is $0$ or $\tfrac12$ and $\sigma_h$ fixes every mesh point. Time reversal leaves the count at 20. The crystal has an inversion centre, so every $S$ with $S\mathbf q=-\mathbf q+\mathbf G$ is minus an element of $G_{\mathbf q}$, and $-S\mathbf k$ lies in the old orbit. Inversion with conjugation fixes each $\mathbf k$ and constrains the raw sum instead. It has $\mathbf L_A=\mathbf L_B$, so no phase, and for an $(s,p)$ element the $-1$ from $D^1$ cancels the $-1$ from $S$: $\tilde\rho^{ga}_{sp}[gb\,z]=\tilde\rho^{a}_{sp}[bz]^*$.

All elements below are in bohr$^{-1}$. For the element $(s,p_z)$ on A with pattern $Az$, the phases cancel, and the factor is $S_{zz}^2=1$ for every $g$. Six operations bring the A value and six the B value with pattern $Bz$:

$$\tfrac12\big[(0.108733-0.011505i)+(0.108733+0.011505i)\big]=0.108733,$$

which is the full-mesh value. The two raw numbers are conjugates, as just derived. For $(s,p_x)$ on A, $\sigma_h$ gives the factor $S_{zz}=-1$, so the element vanishes, even in the raw sum.

For $\mathbf v=(s p_x,\,s p_y)$ on B with pattern $Az$, $\sigma_h$ gives phase $-1$ times $S_{zz}=-1$, hence no constraint. $C_3$ gives the phase $(-0.5+0.866i)(-0.5-0.866i)^*=e^{-2\pi i/3}$ times the rotation of $\mathbf v$ by $120^\circ$. That rotation multiplies $(1,\mp i)$ by $e^{\pm2\pi i/3}$, so $(1,-i)$ survives the average and $(1,i)$ is removed: $v_y=-iv_x$. The surviving amplitude of the raw vector is

$$c=\tfrac12(v_x+iv_y)=\tfrac12\big[(-0.021381-0.033431)+(0.008354+0.014971)i\big]=-0.027406+0.011663i .$$

The six swapping operations bring in the raw A block with pattern $Bz$, which is $\mathbf v^*$. The glide maps it to $(v_x^*,-v_y^*)$ times $(-0.5-0.866025i)(0.5-0.866025i)^*=0.5-0.866025i$, with amplitude

$$c'=(0.5-0.866025i)\,c^*=-0.023803+0.017903i .$$

The mean $(c+c')/2=-0.02560+0.01478i$ matches the full-mesh $v_x=-0.025604+0.014783i$, and $-i$ times it gives $v_y=0.014783+0.025604i$.

The rank of $P$ on the $2\times81\times6=972$ components is $972/12=81$, because only the identity contributes to the trace. Swapping operations have zero trace; for $C_3$, $\operatorname{tr}S=0$; for $\sigma_h$ the atomic phases sum to zero; and for $\sigma_hC_3$ and its inverse $\operatorname{tr}D=1-2+1=0$. On arrays symmetric in $ij$ the factor $(\operatorname{tr}D)^2$ becomes $\tfrac12[(\operatorname{tr}D(S))^2+\operatorname{tr}D(S^2)]$, which also vanishes for these two operations because $\operatorname{tr}D(C_3)=1+0-1=0$; the rank there is $2\times45\times6/12=45$.

The numerical check below compares independent routes, with errors of $\rho^{(1)}$ relative to its largest element, 0.108733. The Wigner matrices agree with quadrature of polynomial harmonics on the sphere to $1.3\times10^{-15}$. The full-mesh response agrees to $3.1\times10^{-8}$ with central differences ($h=2\times10^{-4}$ bohr) in a six-cell supercell displaced by $\operatorname{Re}u=(u+u^*)/2$, where projecting on $e^{i\mathbf q\cdot\mathbf R}$ isolates half of $\rho^{(1)}[e]$ because $2\mathbf q$ is not a reciprocal lattice vector. The relation $X_{S\mathbf k}=UX_{\mathbf k}$, for all 24 operations on every fifth mesh point, holds to $6.8\times10^{-14}$. The symmetrized sum matches the full mesh to $3.5\times10^{-15}$, and to $3.6\times10^{-15}$ with time reversal; the doublets do equally well. The pattern $Az$ alone, averaged over its stabilizer of order 6, is right to $2.0\times10^{-15}$ on that subgroup's 28 points and wrong by 0.292 on the 20 chosen representatives of $G_{\mathbf q}$. The multiplication laws and the spectrum of $P$ are tested, and three further deliberate faults are measured, with sizes that hold for the same choice of representatives: conjugated phases give an error of 1.129, a transposed $D$ gives 0.926, and leaving the occupancy on its original atom gives 0.505.

## Calculated quantities

```
a = 4.74 bohr, c = 7.69 bohr, cell volume = 149.6283 bohr^3
Ecut = 3.0 Ha, mu = 0.1 Ha, kT = 0.05 Ha, mesh 6x6x2, Nk = 72
local Gaussian: V0 = 1.0 Ha, width 1.0 bohr; projector width 1.0 bohr
D_l (s,p,d) = [ 0.5  0.3 -1.5] Ha; q_l = [0.2 0.1 0.5]; q = (1/3,1/3,1/2)
plane waves per k: 30-44; electrons/cell = 14.1639
group orders: crystal 24, G_q 12, stabilizer of Az 6
IBZ points: G_q 20, with time reversal 20, stabilizer 28
G_q orbit sizes: [1, 1, 6, 6, 6, 6, 3, 3, 3, 3, 6, 6, 1, 1, 3, 3, 6, 6, 1, 1]
C3: t=[0. 0. 0.], A->A, L_A=[-1 -1  0], L_B=[-1  0  0]
  exp(-iqL): A -0.500000-0.866025i, B -0.500000+0.866025i
  T(Az,Bz) rows: [-0.500000-0.866025i -0.000000+0.000000i] [-0.000000+0.000000i -0.500000+0.866025i]
sigma_h: t=[0.  0.  0.5], A->A, L_A=[0 0 0], L_B=[ 0  0 -1]
  exp(-iqL): A +1.000000+0.000000i, B -1.000000+0.000000i
  T(Az,Bz) rows: [-1.000000+0.000000i +0.000000+0.000000i] [+0.000000+0.000000i +1.000000-0.000000i]
c-glide: t=[0.  0.  0.5], A->B, L_A=[-1 -1  0], L_B=[ 0 -1  1]
  exp(-iqL): A -0.500000-0.866025i, B +0.500000-0.866025i
  T(Az,Bz) rows: [+0.000000+0.000000i +0.500000-0.866025i] [-0.500000-0.866025i +0.000000+0.000000i]
D^1(C3), order y z x: [[-0.5, 0.0, 0.866], [0.0, 1.0, 0.0], [-0.866, 0.0, -0.5]]
D^2(C3), order xy yz z2 xz x2-y2:
   [-0.5    0.     0.     0.    -0.866]
   [ 0.    -0.5    0.     0.866  0.   ]
   [0. 0. 1. 0. 0.]
   [ 0.    -0.866  0.    -0.5    0.   ]
   [ 0.866  0.     0.     0.    -0.5  ]
max |D - quadrature| = 1.3e-15
scale max|rho1| = 0.108733 1/bohr (errors below are relative to it)
DFPT vs finite difference (h = 2e-4 bohr): 3.1e-08
X_Sk vs U X_k: 6.8e-14; raw IBZ vs full: 1.925
symmetrized vs full: G_q 3.5e-15, with time reversal 3.6e-15
doublet Az,Bz: <|chi|^2> = 1.000000, error 3.1e-15
doublet A+,B-: <|chi|^2> = 1.000000, error 3.1e-15
doublet A-,B+: <|chi|^2> = 1.000000, error 1.9e-15
single pattern Az, stabilizer: own IBZ 2.0e-15, IBZ of G_q 0.292
fault 'no phase': error 0.987
fault 'phase conjugated': error 1.129
fault 'D transposed': error 0.926
fault 'pattern not rotated': error 2.330
fault 'no atom permutation': error 0.505
rank of P = 81 of 972 complex components
rho1 A s,pz [Az] (1/bohr): raw +0.108733-0.011505i, sym +0.108733-0.000000i
    full mesh +0.108733+0.000000i, finite diff +0.108733-0.000000i
rho1 A s,px [Az] (1/bohr): raw -0.000000+0.000000i, sym -0.000000-0.000000i
    full mesh -0.000000+0.000000i, finite diff +0.000000+0.000000i
rho1 B s,px [Az] (1/bohr): raw -0.021381+0.008354i, sym -0.025604+0.014783i
    full mesh -0.025604+0.014783i, finite diff -0.025604+0.014783i
rho1 B s,py [Az] (1/bohr): raw +0.014971+0.033431i, sym +0.014783+0.025604i
    full mesh +0.014783+0.025604i, finite diff +0.014783+0.025604i
rho1 B s,pz [Bz] (1/bohr): raw +0.108733+0.011505i, full +0.108733+0.000000i
```
